# Zero-temperature sheet kinetic inductance of a dirty superconducting film

## 1. Definitions and conventions

A film of thickness $d$ has normal conductivity $\sigma_n$ and sheet resistance $R_\square=1/(\sigma_n d)$, both those of the normal state at low temperature. Close to the transition temperature $T_c$, fluctuating pairs add a sheet conductance of about $e^2/[16\hbar\ln(T/T_c)]$ and lower the measured resistance (by about 3% for a 200 Ω film at $T=1.1\,T_c$), so a measured value should be read outside that range. Its energy gap at zero temperature is $\Delta$. The algebra uses atomic units, $\hbar=e=m_e=1$, with electron charge $-1$; $\hbar$ returns in the final formulas.

The field is uniform, with $\mathcal E=-\partial A/\partial t$. Fields vary as $e^{-i\omega t}$, so $\mathcal E=i\omega A$. Define the response $K$ by $j=-KA$, and write $\sigma=\sigma_1+i\sigma_2$. Then

$$K=-i\omega\sigma=\omega\sigma_2-i\omega\sigma_1 .$$

When $K$ is real and independent of frequency, $A=-j/K$ gives $\mathcal E=K^{-1}\,\partial j/\partial t$. The sheet current is $jd$, so the voltage along a square is an inductance times the rate of change of current:

$$L_k=\frac{1}{Kd}. \tag{1}$$

The claim, for $T=0$ and $\hbar\omega\ll\Delta$, is

$$L_k=\frac{\hbar R_\square}{\pi\Delta}. \tag{2}$$

It is a leading-order result of weak-coupling BCS theory. The gap is uniform, the disorder is nonmagnetic with scattering rate $\gamma=1/\tau\gg\Delta$ and $k_F\ell\gg1$ ($\ell$ is the mean free path), the current is weak, and the field varies slowly enough for a local response.

## 2. Pair creation by a vector potential

Let $m$ label the real orbitals of the disordered normal metal, with energies $\xi_m$ measured from the Fermi level. Pairing joins $m\uparrow$ with $m\downarrow$. With $E_m=\sqrt{\xi_m^2+\Delta^2}$,

$$c_{m\uparrow}=u_m\gamma_{m\uparrow}+v_m\gamma^\dagger_{m\downarrow},\qquad
c_{m\downarrow}=u_m\gamma_{m\downarrow}-v_m\gamma^\dagger_{m\uparrow},$$

$$u_m^2=\tfrac12(1+\xi_m/E_m),\quad v_m^2=\tfrac12(1-\xi_m/E_m),\quad u_mv_m=\Delta/2E_m .$$

Expanding $(p+A)^2/2$ gives a diamagnetic energy $nA^2/2$ per volume, with $n$ the electron density, and the perturbation $A\sum p_{mn}c^\dagger_{ms}c_{ns}$ summed over $m,n$ and spin $s$. For real orbitals $p_{mn}$ is imaginary and $p_{nm}=-p_{mn}$.

Acting on the ground state, the spin-up part creates $p_{mn}u_mv_n\gamma^\dagger_{m\uparrow}\gamma^\dagger_{n\downarrow}$. The spin-down part creates $-p_{mn}u_mv_n\gamma^\dagger_{m\downarrow}\gamma^\dagger_{n\uparrow}=p_{mn}u_mv_n\gamma^\dagger_{n\uparrow}\gamma^\dagger_{m\downarrow}$. Exchanging labels there and using the antisymmetry of $p_{mn}$, the total amplitude for the pair $(m\uparrow,n\downarrow)$ is

$$M_{mn}=p_{mn}(u_mv_n-v_mu_n).$$

The relative minus sign comes from the current being odd under time reversal. The squared factor is

$$C=(uv'-vu')^2=\tfrac12\Big(1-\frac{\xi\xi'+\Delta^2}{EE'}\Big). \tag{3}$$

Now let $A=A_0\cos\omega t$. The amplitude $a$ of a pair state of energy $X=E+E'$ obeys $i\dot a=Xa+MA_0\cos\omega t$. Its steady solution has cosine part $-MA_0X/(X^2-\omega^2)$; the sine part is $90^\circ$ out of phase and drops out of the expectation value $2\,\mathrm{Re}\,M^*a$. Hence

$$K(\omega)=n-\frac2V\sum_{mn}|p_{mn}|^2S,\qquad S=C\,\frac{E+E'}{(E+E')^2-\omega^2}. \tag{4}$$

At $\omega=0$ this is the second derivative of the ground-state energy density with respect to $A$. Averaged over disorder, a scalar gap cannot change to first order in a uniform field. Local first-order changes of its phase can occur in a disordered sample; they are neglected here.

This algebra was tested on a half-filled open chain of 30 sites with unit hopping, random site energies between $-1$ and $1$, and fixed gap 0.3. Energies here, and in the chain rows of the numerical output, are in units of the hopping, not of the gap. The coefficient of $A^2$ in the energy is 11.86240 from diagonalization in a small field and 11.86242 from the pair sum.

## 3. Subtracting the normal state

A static uniform $A$ carries no electric or magnetic field, and it drives no current in a large normal metal. In the normal state the two terms of (4) therefore cancel at $\omega=0$. In the test chain their contributions to the coefficient of $A^2$ in the energy are equal in size, 17.54590 each. This fixes $n$ as the normal pair sum, whose integrand is

$$N=\frac{1-\mathrm{sgn}\,\xi\,\mathrm{sgn}\,\xi'}{2(|\xi|+|\xi'|)} .$$

For isotropic elastic scattering the velocity correlation decays as $e^{-\gamma|t|}$. Its Fourier transform gives the averaged matrix elements a Lorentzian dependence on energy difference:

$$w(\xi-\xi')=\frac{\gamma^2}{\gamma^2+(\xi-\xi')^2},\qquad
K=C_0\iint d\xi\,d\xi'\,w\,[N-S]. \tag{5}$$

The constant $C_0$ follows from the normal state at imaginary frequency $\omega=i\Omega$. There $C$ vanishes unless $\xi$ and $\xi'$ have opposite signs, and then it is 1. With $s=|\xi|+|\xi'|=|\xi-\xi'|$,

$$N-S=\frac1s-\frac{s}{s^2+\Omega^2}=\frac{\Omega^2}{s(s^2+\Omega^2)} .$$

Each of the two quadrants contributes a length $s$ at given $s$. Therefore

$$K_n(i\Omega)=2C_0\int_0^\infty\frac{\gamma^2\Omega^2\,ds}{(\gamma^2+s^2)(s^2+\Omega^2)}
=\pi C_0\frac{\gamma\Omega}{\gamma+\Omega}.$$

The Drude conductivity $\sigma_n/(1-i\omega/\gamma)$ gives $K_n(i\Omega)=\sigma_n\gamma\Omega/(\gamma+\Omega)$, so $C_0=\sigma_n/\pi$. For $\Omega=1.5$, $\gamma=5$, the double energy integral and the Drude law both give $1.1538\,\sigma_n$.

## 4. The energy integrals

For $\omega=i\Omega$, put $\nu'=\nu+\Omega$ and

$$I=\int\frac{d\nu}{2\pi}\frac1{(\nu^2+E^2)(\nu'^2+E'^2)}=\frac{E+E'}{2EE'[(E+E')^2+\Omega^2]},$$

which is the convolution of two Lorentzians. Next,

$$\int\frac{d\nu}{2\pi}\frac1{(\nu-iE)(\nu'-iE')}=0,$$

because both poles lie in the upper half-plane and the contour can be closed below. Its real part shows that the integral with $\nu\nu'$ in the numerator equals $EE'I$. Combining the two,

$$-S(i\Omega)=\int\frac{d\nu}{2\pi}\frac{\xi\xi'+\Delta^2-\nu\nu'}{(\nu^2+E^2)(\nu'^2+E'^2)}. \tag{6}$$

The static normal term $-N$ is the same expression with $\Delta=\Omega=0$. At fixed $\xi-\xi'$, each term falls only as $r^{-2}$ in the plane of $\nu$ and $(\xi+\xi')/2$, where $r$ is the distance from the origin. That is too slow for the order of integration to be free. The difference falls at least as $r^{-3}$, and $w$ makes the remaining integral converge. The order may therefore be exchanged in $N-S$, though not in each term alone.

To do the energy integrals first, set $W=\sqrt{\nu^2+\Delta^2}$, $W'=\sqrt{\nu'^2+\Delta^2}$, so that $\nu^2+E^2=\xi^2+W^2$. Use

$$w=\frac\gamma2\int dt\,e^{-\gamma|t|}e^{it(\xi-\xi')},$$

$$\int\frac{e^{it\xi}d\xi}{\xi^2+W^2}=\frac{\pi e^{-W|t|}}W,\qquad
\int\frac{\xi e^{it\xi}d\xi}{\xi^2+W^2}=i\pi\,\mathrm{sgn}(t)\,e^{-W|t|}.$$

The $\xi'$ integrals have $t\to-t$, so the two odd integrals multiply to $+\pi^2e^{-(W+W')|t|}$. The remaining time integral gives $\gamma/(\gamma+W+W')$. The static normal term contains $1-\nu^2/\nu^2=0$ and vanishes in this order of integration. What is left is

$$K(i\Omega)=\frac{\sigma_n}2\int_{-\infty}^{\infty}d\nu\,\frac{\gamma}{\gamma+W+W'}\Big[1+\frac{\Delta^2-\nu\nu'}{WW'}\Big]. \tag{7}$$

Shift $\nu$ by $-\Omega/2$ and continue $\Omega\to-i\omega$. The frequencies become $\nu\pm i\omega/2$, with product $\nu^2+\omega^2/4$, and the roots become $W_\pm=\sqrt{\Delta^2+(\nu\pm i\omega/2)^2}$. No branch point reaches the real $\nu$ axis while $\omega<2\Delta$, so the continuation holds below the pair-breaking threshold.

With $\Delta=1$ and $\gamma=5$, the double integral (5) and the single integral agree: both give $K/\sigma_n=1.7740$ at $\omega=0$ and $1.6275$ at $\omega=1.2$.

## 5. The Mattis–Bardeen form

In the dirty limit $\gamma\to\infty$,

$$K=\frac{\sigma_n}2\int_{-\infty}^{\infty}d\nu\Big[1+\frac{\Delta^2-\nu^2-\omega^2/4}{W_+W_-}\Big]. \tag{8}$$

The bracket decays as $\nu^{-2}$, so the contour can be pushed into the upper half-plane. On $\nu=iy$, the root $W_+$ changes sign across the axis for $y>\Delta-\omega/2$, and $W_-$ does so for $y>\Delta+\omega/2$. Above both points the product is continuous. Only the segment between them contributes.

On that segment $W_-=Q=\sqrt{\Delta^2-(y-\omega/2)^2}$. On the right side of the cut $W_+=iR$, and on the left $W_+=-iR$, with $R=\sqrt{(y+\omega/2)^2-\Delta^2}$. The contour runs down the left side and up the right, so

$$\int d\nu[\ldots]=\int i\,dy\,\frac{2(\Delta^2+y^2-\omega^2/4)}{iQR}.$$

Set $E=y-\omega/2$, for which $y^2-\omega^2/4=E(E+\omega)$. Since $K=\omega\sigma_2$,

$$\frac{\sigma_2}{\sigma_n}=\frac1\omega\int_{\Delta-\omega}^{\Delta}
\frac{(E^2+\Delta^2+\omega E)\,dE}{\sqrt{\Delta^2-E^2}\sqrt{(E+\omega)^2-\Delta^2}},\qquad \omega<2\Delta. \tag{9}$$

This is the Mattis–Bardeen reactive response at $T=0$. At $\omega=1.2\Delta$, (8) and (9) both give $K=2.836167\,\sigma_n\Delta$.

## 6. The low-frequency limit

The interval in (9) shrinks as $\omega\to0$, but the integrand diverges at both ends, so the integral stays finite. Put $E=\Delta-\omega x$, $0<x<1$:

$$\Delta^2-E^2=\omega x(2\Delta-\omega x),\quad
(E+\omega)^2-\Delta^2=\omega(1-x)[2\Delta+\omega(1-x)].$$

The two factors $\sqrt\omega$ cancel the $\omega$ from $dE=-\omega\,dx$. As $\omega\to0$ the numerator tends to $2\Delta^2$ and the remaining roots to $2\Delta$, so

$$K(0)=\sigma_n\Delta\int_0^1\frac{dx}{\sqrt{x(1-x)}}=\pi\sigma_n\Delta. \tag{10}$$

The substitution $x=\sin^2\varphi$ turns the integral into $\int_0^{\pi/2}2\,d\varphi=\pi$. With (1), $L_k=1/(\pi\sigma_n\Delta d)=R_\square/(\pi\Delta)$. Restoring $\hbar$ gives (2).

For the first correction let $\eta=\omega/\Delta$, $a=1-2x$ and $b=x(1-x)$. The integrand of (10), apart from its endpoint factor, is multiplied by

$$\frac{1+\eta a/2-\eta^2b/2}{\sqrt{1+\eta a/2-\eta^2b/4}}
=1+\frac{\eta a}4-\eta^2\Big(\frac{3b}8+\frac{a^2}{32}\Big)+\cdots$$

With $x=\sin^2\varphi$, $a=\cos2\varphi$ and $b=\tfrac14\sin^22\varphi$, so the averages are $\langle a\rangle=0$, $\langle a^2\rangle=\tfrac12$, $\langle b\rangle=\tfrac18$. Therefore

$$K=\pi\sigma_n\Delta\Big[1-\frac1{16}\Big(\frac{\hbar\omega}{\Delta}\Big)^2+\cdots\Big]. \tag{11}$$

At $T=0$ the inductance rises with frequency below the threshold $\hbar\omega=2\Delta$. At $\hbar\omega=1.2\Delta$, $K$ is already about 10% below its static value.

## 7. Physical meaning: missing absorption

Above the threshold, $S$ has a pole. With $\omega\to\omega+i0$, the imaginary part of $X/(X^2-\omega^2)$ is $(\pi/2)\delta(X-\omega)$ for positive $\omega$. Equation (5) with $w=1$ then gives

$$\omega\sigma_1=\frac{\sigma_n}4\iint d\xi\,d\xi'\Big(1-\frac{\xi\xi'+\Delta^2}{EE'}\Big)\delta(E+E'-\omega).$$

The $\xi\xi'$ term is odd and vanishes. Each energy integral becomes $2\int E\,dE/\sqrt{E^2-\Delta^2}$, so with $E'=\omega-E$

$$\frac{\sigma_1}{\sigma_n}=\frac1\omega\int_\Delta^{\omega-\Delta}\frac{(EE'-\Delta^2)\,dE}{\sqrt{E^2-\Delta^2}\sqrt{E'^2-\Delta^2}},\qquad\omega>2\Delta,$$

and $\sigma_1=0$ for $0<\omega<2\Delta$.

The area under $\sigma_1$ is the same in both states, because it is set by the electron density. The low-frequency response $iK(0)/(\omega+i0)$ has real part $\pi K(0)\delta(\omega)$, half of which belongs to positive frequencies. The area lost at finite frequency must therefore be

$$\int_{0^+}^\infty(\sigma_n-\sigma_1)\,d\omega=\frac\pi2K(0)=\frac{\pi^2}2\sigma_n\Delta .$$

Direct integration gives 4.9344 in units of $\sigma_n\Delta$, against 4.9348 from $K$ at $\omega=0.001\Delta$. The gap removes absorption over a frequency range of order $\Delta$ with height $\sigma_n$, and this weight becomes the supercurrent response. At a given gap, a more resistive film has less weight to transfer, hence a larger inductance.

## 8. Finite scattering time and the clean limit

At $\omega=0$, (7) becomes

$$K(0)=\sigma_n\gamma\Delta^2\int_{-\infty}^\infty\frac{d\nu}{W^2(\gamma+2W)}. \tag{12}$$

For $\gamma\gg\Delta$ the factor $\gamma/(\gamma+2W)$ tends to 1 and (10) returns. For $\gamma\ll\Delta$, use $\sigma_n=n/\gamma$ and $\int d\nu/W^3=2/\Delta^2$. Then $K=n$ and, in SI units, $L_k=m_e/(ne^2d)$: all electrons respond, and the gap drops out. Equation (2) must not be used there.

## 9. Finite temperature

In thermal equilibrium the $\nu$ integral becomes a sum over fermion frequencies, $\int d\nu\to2\pi T\sum_n$ with $\nu_n=(2n+1)\pi T$ and $k_B=1$. In the dirty static limit

$$K=2\pi T\sigma_n\sum_{n=-\infty}^{\infty}\frac{\Delta^2}{\nu_n^2+\Delta^2}=\pi\sigma_n\Delta(T)\tanh\frac{\Delta(T)}{2T}, \tag{13}$$

by the standard sum $\sum_n(\nu_n^2+\Delta^2)^{-1}=\tanh(\Delta/2T)/(2\Delta T)$.

The gap follows from the BCS condition that $\int_0^{\omega_c}d\xi\,[1-2f(E)]/E$ does not depend on temperature, where $f$ is the Fermi function and $\omega_c$ the pairing cutoff. The part without $f$ is $\ln(2\omega_c/\Delta)$, so

$$\ln\frac{\Delta(0)}{\Delta(T)}=2\int_0^\infty\frac{f(E)}E\,d\xi .$$

## 10. A thin nitride strip

Consider the regime of thin, strongly disordered transition-metal-nitride films used in cryogenic wiring. The inputs are round, roughly typical values, not data for one compound: thickness 10 nm, resistivity 200 µΩ cm and zero-temperature gap 1.5 meV. Then $R_\square=200\ \Omega$ and

$$L_k=\frac{(6.582\times10^{-16}\ \mathrm{eV\,s})(200\ \Omega)}{\pi(1.5\times10^{-3}\ \mathrm{eV})}=27.9\ \mathrm{pH}\text{ per square}.$$

A strip 1 µm wide and 100 µm long has 100 squares, hence 2.79 nH at $T=0$.

**Temperature.** At 4.2 K the gap equation gives $\Delta(T)/\Delta(0)=0.980$, and the hyperbolic tangent is 0.966. With one more digit kept, the inductance rises by the factor $1/(0.9796\times0.9661)=1.057$, or 5.7%, to 29.5 pH per square. The weak-coupling transition temperature for this gap is 9.9 K.

**Frequency and scattering.** At 10 GHz, $\hbar\omega/\Delta=0.0276$, so at $T=0$ (11) raises $L_k$ by a fraction $5\times10^{-5}$. At 4.2 K a thermal term is larger and has the opposite sign. Thermal occupation puts a factor $\tanh[(E+\hbar\omega)/2k_BT]$ into the integrand of (9), and the average of $E+\hbar\omega$ there is close to $\Delta+\hbar\omega/2$. To first order this lowers $L_k$ by the fraction $\hbar\omega/[2k_BT\sinh(\Delta/k_BT)]$, about 0.2%, from its static value at that temperature. A scattering time of 1 fs gives $\hbar/(\tau\Delta)=439$, and (12) raises $L_k$ by 1.8% over the dirty limit. This figure gives only the size of the effect. Equation (12) keeps the gap constant out to $\hbar/\tau=0.66$ eV, far above phonon energies of tens of meV. Ending the gap at a cutoff $\omega_c$ reduces the scattering correction, and by itself removes a fraction of about $2\Delta/(\pi\hbar\omega_c)$ from $K(0)$, about 2% for $\hbar\omega_c=50$ meV.

**Magnetic field.** Equating $L_k$ to $\mu_0\lambda^2/d$ gives a penetration depth $\lambda=471$ nm, far above the thickness. If the field falls linearly to zero across the film, its energy inside adds $\mu_0d/3=0.004$ pH per square. With a perfect ground plane 200 nm away, the field between strip and plane adds at most $\mu_0h=0.25$ pH per square, about 1% of $L_k$. The width is far below $2\lambda^2/d=44.5$ µm, the scale for current crowding in an isolated film, so uniform current is a fair assumption.

**Current.** Let $N_0$ be the density of states per spin. Equating the kinetic energy $L_kI^2/(2w_s^2)$ per area, with $w_s$ the strip width, to the BCS condensation energy $N_0\Delta^2d/2$ defines a current scale. A diffusion constant $D=1$ cm²/s and $\sigma_n=2e^2N_0D$ give $N_0=15.6$ per eV nm³ and a scale of 1.4 mA. This is an energy estimate; the depairing current itself is lower. At 0.1 mA the squared ratio is 0.005, so a nonlinear shift below one percent is expected; its coefficient is not derived here.

**Comparison with real films.** Niobium nitride films, for instance, can have resistivities from about one hundred to several hundred µΩ cm, transition temperatures near ten kelvin and, when this thin, inductances of tens of pH per square; the example is of that size. The assumption under most strain is weak disorder. The chosen $\tau$ and $D$ imply $\ell=0.55$ nm and, with the free-electron mass, $k_F\ell=2.6$. That mass is only a rough guide, since it would give a resistivity about five times the chosen one. A single spherical band that fits all the inputs needs a mass of about $2.2\,m_e$ and has $k_F\ell\approx5.8$. Either way, corrections in $1/(k_F\ell)$ are not small. Using the measured $R_\square$ and gap absorbs part of them; the remainder is not determined here. Phase fluctuations look less serious: the stiffness $\hbar^2/(4e^2L_k)$ corresponds to 281 K, well above the transition temperature. Strong coupling changes the ratio of gap to transition temperature. Since $L_k\propto1/\Delta$, a gap inferred 10% too low makes the predicted inductance 11% too high. Gap inhomogeneity and loss from thermal quasiparticles are not sized. The numerical output lists the values used here.

## Numbers as computed

```
TESTS (hbar = Delta = 1, K in units of sigma_n)
chain: A^2 energy, diagonalized     11.86240
chain: A^2 energy, pair formula     11.86242
chain: normal diamagnetic part      17.54590
chain: normal paramagnetic part     17.54590
Drude, pair sum (Omega=1.5,gamma=5) 1.1538
Drude, law                          1.1538
K pair sum  (omega=0, gamma=5)      1.7740
K axis form (omega=0, gamma=5)      1.7740
K pair sum  (omega=1.2, gamma=5)    1.6275
K axis form (omega=1.2, gamma=5)    1.6275
K Mattis-Bardeen (omega=1.2, dirty) 2.836167
K axis form      (omega=1.2, dirty) 2.836167
K Mattis-Bardeen (omega=0.001)      3.141592
omega^2 coefficient of K/pi         -0.06253
missing absorption area             4.9344
(pi/2) K at low frequency           4.9348
K Matsubara sum (k_B T = 0.4)       2.66496
K tanh law      (k_B T = 0.4)       2.66496
EXAMPLE INPUTS (rough typical values)
thickness                  10 nm
width                      1 um
length                     100 um
resistivity                200 uOhm cm
gap at T = 0               1.50 meV
signal frequency           10 GHz
temperature of use         4.2 K
scattering time            1.0 fs
diffusion constant         1.0 cm2/s
height over ground plane   200 nm
signal current             0.10 mA
EXAMPLE RESULTS
sheet resistance           200.0 Ohm/sq
sheet kinetic inductance   27.94 pH/sq
number of squares          100
strip kinetic inductance   2.794 nH
photon energy / gap        0.02757
frequency shift of L_k     4.75e-05
hbar/(tau gap)             439
L_k factor, finite tau     1.0180
weak-coupling T_c          9.87 K
gap(4.2 K)/gap(0)          0.9796
tanh factor at 4.2 K       0.9661
L_k(4.2 K)/L_k(0)          1.0567
L_k at 4.2 K               29.52 pH/sq
penetration depth          471 nm
field inside film, mu0 d/3 0.0042 pH/sq
line field, mu0 h (bound)  0.251 pH/sq
crowding width 2 lambda^2/d 44.5 um
states per spin            15.6 /(eV nm3)
pair-breaking current scale 1.42 mA
(current/scale)^2          0.0050
phase stiffness / k_B      281 K
mean free path             0.55 nm
k_F l (free-electron mass) 2.6
```
